# Why an Unresolved Half-Open Grating Images at One Quarter

**Comment on the proposed exposure of a grey patch**

The manuscript proposes to make a uniform grey patch in a projection-printed image by filling an area of the mask with fine chrome lines. The openings and the lines have equal width, and the grating is too fine for the lens to resolve. The author argues as follows: half the mask area is open, so half the light is transmitted; the lens blurs the lines away, so that half is spread evenly; the patch therefore receives half the clear-field intensity, and doubling the exposure dose restores the clear-field dose.

The first statement is a sound estimate of what happens at a thin mask. The difficulty lies in the second. It treats the lens as a device that smooths intensity, whereas for light from one source point the lens filters the complex field. The two operations give different levels, and the proposed dose depends on which one applies.

**What the lens receives**

I take a thin mask: the field just behind it is the incident field multiplied by a transmission \(t(x)\), equal to 1 in an opening and 0 behind chrome. The treatment is scalar for now. Lengths are referred to the wafer unless called mask lengths. The pitch is \(p\), the open fraction is \(f\), and one opening is centred at \(x=0\). The periodic transmission can be written

\[
t(x)=\sum_n c_n e^{2\pi i n x/p}.
\]

Multiplying by \(e^{-2\pi i n x/p}\) and averaging over a period isolates one coefficient. Since \(t\) vanishes outside the opening,

\[
c_n=\frac1p\int_{-fp/2}^{fp/2}e^{-2\pi i n x/p}\,dx
=\frac{\sin(\pi n f)}{\pi n},\qquad c_0=f .
\]

The coefficient \(c_0\) is the mean of the field transmission. Each other coefficient belongs to a wave leaving the mask in its own direction.

Let \(\mathbf s\) be the transverse direction cosines of the light from one source point, expressed on the wafer side of the lens. The grating adds \(n\lambda/p\) to the component across the lines. This form already includes the reduction factor \(M\): on the mask side the pitch is \(Mp\) and the added direction cosine is \(\lambda n/(Mp)\), which the lens multiplies by \(M\). Order \(n\) thus reaches the pupil at

\[
\mathbf q_n=\mathbf s+\frac{n\lambda}{p}\,\hat{\mathbf x},
\]

and it passes if \(|\mathbf q_n|\le \mathrm{NA}\).

For a filled circular source, \(|\mathbf s|\le\sigma\,\mathrm{NA}\), where \(\sigma\) is the partial coherence factor. Take \(\sigma\le1\), so that the zeroth order passes for every source point. For any nonzero \(n\), the triangle inequality gives

\[
|\mathbf q_n|\ge \frac{|n|\lambda}{p}-|\mathbf s|
\ge\frac{\lambda}{p}-\sigma\,\mathrm{NA}.
\]

All nonzero orders miss the pupil if the last expression exceeds NA, that is, if

\[
p<\frac{\lambda}{\mathrm{NA}(1+\sigma)} .
\]

The bound is sharp: the source point at \(s_x=-\sigma\,\mathrm{NA}\), \(s_y=0\) sends order \(+1\) to \(\lambda/p-\sigma\,\mathrm{NA}\), and \(c_1\) is nonzero for \(0<f<1\). The manuscript should state this condition in place of the word "unresolved", for a reason that appears below.

**The image level**

Let \(P(\mathbf s)\) be the complex pupil transmission, including any phase from defocus or aberration, and let \(k=2\pi/\lambda\). When the pitch condition holds, one source point of unit amplitude produces the image field

\[
E_{\mathbf s}(x)=c_0P(\mathbf s)e^{iks_xx}
=fP(\mathbf s)e^{iks_xx},
\]

apart from a phase common to the grating and the clear field. A large clear area has \(t=1\) and gives \(P(\mathbf s)e^{iks_xx}\). Different source points are mutually incoherent, so their intensities add. With source weight \(S(\mathbf s)\),

\[
\frac{I}{I_{\rm clear}}
=\frac{\int S(\mathbf s)\,f^2|P(\mathbf s)|^2\,d^2s}
{\int S(\mathbf s)\,|P(\mathbf s)|^2\,d^2s}
=f^2 .
\]

For the half-open grating this is

\[
\frac{I}{I_{\rm clear}}=\left(\frac12\right)^2=\frac14 .
\]

The author averages \(|t|^2\), which is \(f\). The lens passes the average of \(t\), and the square is taken afterwards, at the wafer.

Defocus does not restore the missing factor of two. The zeroth order and the clear-field light from a given source point use the same point of the pupil, so \(|P(\mathbf s)|^2\) is common to both, and a pupil phase has no effect on either intensity. The result refers to the interior of a wide patch; near its border other spatial frequencies enter the image.

Two simple cases show that averaging intensity at the mask cannot be right here. First, superpose the fields of the half-open grating and of its complement, in which chrome and openings are exchanged. The complement is the same grating shifted by half a pitch. For axial light and the pitch condition above, the image field is uniform, so the shift leaves it unchanged and the two fields are equal. Together they make a clear mask, with field 1, so each field is \(1/2\) and each intensity \(1/4\). If each intensity were \(1/2\), the two equal fields would have magnitude \(1/\sqrt2\), and their sum would have intensity 2 instead of 1.

Second, replace the chrome by a transparent layer that reverses the sign of the field. Now \(|t|^2=1\) everywhere, and the author's argument predicts full intensity. The mean field is \(f-(1-f)=2f-1\), which vanishes at \(f=1/2\). With the same pitch condition, the thin-mask image is dark.

**The same result without diffraction orders**

An author who distrusts the order description can work in real space. For axial light and lines uniform along \(y\), the field uses the pupil diameter \(-\mathrm{NA}\le q\le\mathrm{NA}\). In focus, with a clear pupil, the response to a narrow line of field is

\[
h(u)=\frac{k}{2\pi}\int_{-\mathrm{NA}}^{\mathrm{NA}}e^{ikqu}\,dq
=\frac{\sin(k\,\mathrm{NA}\,u)}{\pi u}.
\]

The image field is \(E(x)=\int t(x')h(x-x')\,dx'\). The integral of \(h\) over all \(u\) is 1, so a clear mask gives unit field. The blur therefore acts on field, with a kernel that takes both signs. Summing this integral slit by slit for 801 slits, at the numerical values used below, gives an intensity of 0.2499 at the centre. No expansion in orders enters that sum.

**Where the rest of the light goes**

The author may ask how a mask that passes half the light can yield a quarter. The mean squared field behind the mask is

\[
\frac1p\int_0^p|t|^2dx
=\sum_{n,m}c_nc_m^*\,\frac1p\int_0^p e^{2\pi i(n-m)x/p}dx
=\sum_n|c_n|^2,
\]

because the last integral, divided by \(p\), is 1 for \(n=m\) and 0 otherwise. The left side equals \(f\), so the nonzero orders hold

\[
\sum_{n\ne0}|c_n|^2=f-f^2=f(1-f).
\]

At \(f=1/2\) this is another quarter. Orders \(+1\) and \(-1\) together account for \(2/\pi^2=0.2026\). These orders leave the mask at angles the lens does not accept.

This is an account of squared field, not strictly of power. The power crossing a plane parallel to the mask carries a further factor \(\cos\theta_n\), and an order with \(|n|\lambda/(Mp)>1\) is evanescent and carries none to the lens. For the 800 nm mask pitch used below, the flux of the formal thin-mask field is 0.4509 of the incident flux, not 0.5. The phrase "half the light is transmitted" is thus already approximate, but the correction does not alter the zeroth-order ratio at axial incidence.

**When the author's half is right**

The manuscript's picture does describe an incoherent image. There the intensity at the mask is convolved with a positive spread function of unit area, and the mean level is the mean of \(|t|^2\), namely \(f\). To see how the optical system reaches this limit, let the source overfill the pupil, \(\sigma\ge1\). Light that would miss the lens on a clear mask can then be diffracted into it by the grating.

Assume a uniform source and unit transmission within the pupil. Order \(n\) reaches pupil point \(\mathbf q\) if the direction \(\mathbf q-(n\lambda/p)\hat{\mathbf x}\) lies within the source. Let \(w_n\) be the share of the pupil area for which this is true. The clear field fills the pupil, so \(w_0=1\). Averaging over a period removes the interference between different orders, and

\[
\frac{\langle I\rangle}{I_{\rm clear}}=\sum_n|c_n|^2w_n .
\]

If the source grows without limit, every \(w_n\) tends to 1 and the sum tends to \(f\).

The image can be flat throughout this change. Two orders from the same source point are at least \(\lambda/p\) apart in the pupil. If

\[
p<\frac{\lambda}{2\,\mathrm{NA}},
\]

that distance exceeds the pupil diameter, the two cannot pass together, and no fringes form. Such a grating is unresolved at every \(\sigma\), yet its level can lie anywhere from \(f^2\) towards \(f\). This is why the absence of visible lines does not fix the intensity.

**Numbers for the proposed patch**

I use rough conditions for a KrF scanner: \(\lambda=248\) nm, \(\mathrm{NA}=0.60\), \(\sigma=0.5\) and fourfold reduction. The wafer pitch is 200 nm and \(f=0.5\). On the mask the pitch is \(4\times200=800\) nm and each opening is 400 nm wide. The pitch limit is

\[
\frac{248\ \mathrm{nm}}{0.60\times1.5}=275.6\ \mathrm{nm},
\]

so the zeroth order passes alone. A separate search, which computed images at trial pitches to find where contrast first appears, gave the same limit. At 200 nm pitch the level is 0.2500 in focus, and it is still 0.2500 with 500 nm of defocus.

Suppose a large clear area needs a dose of 10 mJ/cm², a value chosen for the example. All dose settings here mean the dose delivered in a clear area. The manuscript would set

\[
\frac{10}{0.5}=20\ \mathrm{mJ/cm^2},
\]

but the patch would receive \(20\times0.25=5\) mJ/cm², half of what it needs. The thin-mask setting is

\[
\frac{10}{0.25}=40\ \mathrm{mJ/cm^2}.
\]

If the aim is a patch at half the clear-field intensity, the grating must change instead. Setting \(f^2=1/2\) gives \(f=1/\sqrt2=0.7071\), or a mask opening of \(0.7071\times800=565.7\) nm. This rule requires a thin binary mask and the zeroth order alone.

The source size needed to rescue the original argument is large. With pitch and NA held fixed, nonzero orders first enter when \(\lambda/p=\mathrm{NA}(1+\sigma)\), so

\[
\sigma=\frac{\lambda}{p\,\mathrm{NA}}-1
=\frac{248}{200\times0.60}-1=1.067 .
\]

The mean level is 0.250 at \(\sigma=1\), 0.332 at \(\sigma=2\), 0.453 at \(\sigma=4\) and 0.461 at \(\sigma=6\). The value at \(\sigma=4\) can be read directly. Orders \(\pm1\) fill the pupil once \(\sigma\,\mathrm{NA}\ge\lambda/p+\mathrm{NA}\), or \(\sigma\ge3.07\). Orders \(\pm2\) vanish for \(f=1/2\), and orders \(\pm3\) have not yet entered, which leaves \(0.2500+0.2026=0.4526\).

The full half is a formal limit for this system. The direction cosine of the illumination at the mask is \(\sigma\,\mathrm{NA}/M\), which cannot exceed 1 in air; hence \(\sigma\le4/0.60=6.7\). The pitch also lies below \(\lambda/(2\,\mathrm{NA})=206.7\) nm, so the image remains flat at all these settings.

**A resolved grating is a different case**

The manuscript should not carry the quarter over to coarser lines. Take axial light and a pitch of 500 nm, with wavelength, NA and open fraction unchanged. Now \(\lambda/p=0.496\), and orders \(\pm1\) pass. Orders \(\pm2\) are absent at \(f=1/2\), and orders \(\pm3\) lie at 1.488, outside the pupil. Since \(c_{\pm1}=1/\pi\), the in-focus field is

\[
E(x)=\frac12+\frac1\pi\left(e^{2\pi ix/p}+e^{-2\pi ix/p}\right)
=\frac12+\frac2\pi\cos\frac{2\pi x}{p}.
\]

Squaring gives

\[
\frac{I(x)}{I_{\rm clear}}
=\frac14+\frac2\pi\cos\frac{2\pi x}{p}
+\frac4{\pi^2}\cos^2\frac{2\pi x}{p}.
\]

The intensity is about 1.29 at the centre of an opening and 0.019 at the centre of a line. The cosine averages to zero and its square to \(1/2\), so the mean is \(1/4+2/\pi^2=0.453\). The mean exceeds a quarter because two more orders reach the wafer. It still falls short of a half, because the orders beyond them do not.

**How far a real mask departs from the model**

The wavelength and reduction are those of KrF scanners, and the NA is a moderate value for that class. A lens of higher NA may not meet the pitch condition: with \(\sigma=0.5\) and 200 nm pitch held fixed, the first orders enter at \(\mathrm{NA}=248/(200\times1.5)=0.83\). The thin-mask assumption also needs a check, since the openings are only 1.6 wavelengths wide and the chrome is about 0.4 wavelengths thick. I therefore compared the model with a solution of Maxwell's equations for straight-walled chrome lines on glass, using rough values: thickness 100 nm, chrome index \(0.85+2.00i\), glass index 1.51. At normal incidence the level is 0.230 for the electric field along the lines and 0.224 for the field across them. Their mean, 0.227, is 9% below the thin-mask value and raises the required dose from 40 to about 44 mJ/cm². At the edge of the source, with the light tilted across the lines, the levels are 0.228 and 0.224. These four levels changed by less than 0.001 when more Fourier terms were kept; their uncertainty comes from the rough thickness and index, not from the truncation. The correction depends strongly on the chrome thickness: with the same index the mean level is about 0.265 at 60 nm, 0.250 at 70 nm, 0.240 at 80 nm and 0.216 at 120 nm, so for thinner chrome the correction vanishes or changes sign. This calculation omits antireflection layers, wall roughness and light tilted along the lines.

When the mask pitch is made eight times larger at the same open fraction and chrome thickness, the computed zeroth-order levels become 0.249 and 0.248. The levels thus move towards the thin-mask value as the openings widen. The limit for this film is about 0.253 rather than 0.250, because the small field leaking through the chrome, discussed below, adds to the mean field. The comparison concerns the zeroth order alone: at that pitch the lens would also pass other orders.

Three further effects deserve a place in the author's error estimate. Each is taken separately, relative to the thin-mask level of 0.25.

The first is leakage through the chrome. If the lines transmit a field \(\tau\), the mean field becomes \(f+(1-f)\tau\). An intensity leakage of 0.1% means \(|\tau|=\sqrt{0.001}=0.032\). Since the phase of \(\tau\) is left open, the level lies between

\[
(0.5-0.016)^2=0.234
\quad\text{and}\quad
(0.5+0.016)^2=0.266 .
\]

A leakage of one part in a thousand can thus shift the level by up to about 6%, because it interferes with the transmitted field. The uniform 100 nm film in the Maxwell calculation leaks less, about \(7\times10^{-5}\) of the clear-field intensity.

The second is the width of the openings. From \(I=f^2\) in clear-field units, \(\delta I=2f\,\delta f\) to first order, and so \(\delta I/I=2\,\delta f/f\). Openings 10 nm too wide on the mask, at fixed pitch, give \(\delta f=10/800=0.0125\). The level becomes \(0.5125^2=0.263\), a rise of 5%.

The third is stray light. If clear surroundings add a rough 2% of the clear-field intensity, the patch gains 0.02, which is 8% of its own level.

None of these estimates comes near the factor of two in dispute, but together they are too large for the patch to serve as a precise dose standard without calibration.

**Recommendation**

The manuscript needs revision before its dose setting can be used. The author should replace the mean transmitted intensity by the squared mean field, state the source size and the pitch condition, and give the mask opening on which the level depends. For the conditions considered here, the dose should start from four times the clear-area dose, with a correction computed for the actual thickness and index of the chrome; the 9% found above holds only for the rough values assumed there. The numerical check computes the main values used in this comment.

## Table of computed values

```
wavelength: 248 nm; NA: 0.60; sigma: 0.50
wafer pitch: 200 nm; open fraction: 0.50
reduction: 4; mask pitch: 800 nm
mask opening: 400 nm
pitch limit for zeroth order only: 275.6 nm
pitch limit found from images: 275.6 nm
order spacing in pupil, wavelength/pitch: 1.240
thin-mask image level: 0.2500 of clear field
real-space image level, 801 slits: 0.2499 of clear field
level with 500 nm defocus: 0.2500 of clear field
mean squared field, all orders: 0.5000 of incident
share in orders +1 and -1 together: 0.2026 of incident
share in all nonzero orders: 0.2500 of incident
thin-mask flux with direction cosines: 0.4509 of incident
open fraction for level one half: 0.7071
mask opening for level one half: 565.7 nm
resolved example pitch, axial light: 500 nm
resolved intensity at opening centre: 1.291 of clear field
resolved intensity at line centre: 0.019 of clear field
incoherent flat-image pitch limit: 206.7 nm
sigma where nonzero orders first enter: 1.067
mean level at sigma 1: 0.2500
mean level at sigma 2: 0.3323
mean level at sigma 4: 0.4526
mean level at sigma 6: 0.4607
incoherent real-space level: 0.4999 of clear field
open-field clearing dose, chosen: 10.0 mJ/cm2
dose setting from expected half: 20.0 mJ/cm2
dose delivered at that setting: 5.0 mJ/cm2
dose setting really needed, thin mask: 40.0 mJ/cm2
rough glass index: 1.51
rough chrome index: 0.85 + 2.00i
rough chrome thickness: 100 nm
uniform chrome film level: 6.65e-05 of clear field
Maxwell level, TE, normal: 0.2297 of clear field
Maxwell level, TE, source edge: 0.2275 of clear field
Maxwell level, TE, 8x mask pitch: 0.2489 of clear field
Maxwell level, TM, normal: 0.2244 of clear field
Maxwell level, TM, source edge: 0.2241 of clear field
Maxwell level, TM, 8x mask pitch: 0.2480 of clear field
source-edge direction cosine at mask: 0.075
Maxwell level, unpolarized, normal: 0.2270 of clear field
change from thin mask: -9.2 %
dose needed with Maxwell level: 44.0 mJ/cm2
level bounds, 0.1 % chrome leakage: 0.2344 to 0.2661
mask opening error: 10 nm
level with wider opening: 0.2627 of clear field
rough stray light from clear surroundings: 0.02 of clear field
stray light relative to grating level: 8.0 %
```
